\section*{The Position Operator Between Occupied and Empty States of a Crystal}

\section{The theorem}

Hartree atomic units are used. Let
\begin{equation}
H=\tfrac12p^2+V_{\rm loc}(\mathbf r)+V_{\rm nl},\qquad \mathbf p=-i\nabla ,
\end{equation}
be a Hermitian one-electron Hamiltonian, for one spin channel, that commutes with all lattice translations $\mathbf R$. The nonlocal part may be absent. Its Bloch states are $\psi_{n\mathbf k}=e^{i\mathbf k\cdot\mathbf r}u_{n\mathbf k}$, with $u_{n\mathbf k}$ lattice-periodic and $\int_{\rm cell}|\psi_{n\mathbf k}|^2d\mathbf r=1$. The assumptions are as follows.

\begin{enumerate}
\item At every $\mathbf k$ the same number of lowest bands is occupied, and a gap separates them from the empty bands at that $\mathbf k$.
\item The kernel $V_{\rm nl}(\mathbf r,\mathbf r')$ decays at least exponentially with $|\mathbf r-\mathbf r'|$.
\item The potentials are regular enough that the periodic functions below are bounded, and that
\begin{equation}
H_{\mathbf k}=e^{-i\mathbf k\cdot\mathbf r}He^{i\mathbf k\cdot\mathbf r},
\end{equation}
acting on periodic functions, has discrete levels and is analytic in $\mathbf k$ near the real axis.
\end{enumerate}

Let $P$ project on all occupied states and let $P_c=1-P$. Take one occupied state $\psi=e^{i\mathbf k\cdot\mathbf r}u$ of energy $e$ and one Cartesian component $r_j$.

\emph{Theorem.}
(a) The expression
\begin{equation}
\chi(\mathbf r)\equiv(P_cr_j\psi)(\mathbf r)=r_j\psi(\mathbf r)-\int P(\mathbf r,\mathbf r')\,r'_j\,\psi(\mathbf r')\,d\mathbf r'
\label{def}
\end{equation}
contains an absolutely convergent integral over all space. It is a Bloch function with the wave vector $\mathbf k$ of $\psi$, and it does not depend on the origin of $\mathbf r$.

(b) It satisfies
\begin{equation}
(H-e)\chi=P_c[H,r_j]\psi .
\label{main}
\end{equation}

(c) Among Bloch functions of wave vector $\mathbf k$, it is the only solution of (\ref{main}) that obeys $P_c\chi=\chi$.

The difficulty is visible in a translation:
\begin{equation}
(r_j+R_j)\psi(\mathbf r+\mathbf R)=e^{i\mathbf k\cdot\mathbf R}\left[r_j\psi(\mathbf r)+R_j\psi(\mathbf r)\right].
\label{translation}
\end{equation}
The second term grows with $\mathbf R$, so $r_j\psi$ is not a Bloch function. But this term is a multiple of the occupied state $\psi$, which $P_c$ removes. What must be proved is that $P_c$ can be applied to a growing function at all.

\section{Lemma 1: the projector is short-ranged}

Define the periodic kernel $P_{\mathbf k}(\mathbf r,\mathbf r')=\sum_v u_{v\mathbf k}(\mathbf r)u^*_{v\mathbf k}(\mathbf r')$, summed over occupied bands and acting by integration over one cell. With $\Omega$ the cell volume and $d$ the dimension,
\begin{equation}
P(\mathbf r,\mathbf r')=\frac{\Omega}{(2\pi)^d}\int_{\rm BZ}F(\mathbf k)\,d\mathbf k,\qquad
F(\mathbf k)=e^{i\mathbf k\cdot(\mathbf r-\mathbf r')}P_{\mathbf k}(\mathbf r,\mathbf r').
\label{kernel}
\end{equation}

\emph{Claim.} There are constants $C,\kappa>0$ such that $|P(\mathbf r,\mathbf r')|\le Ce^{-\kappa|\mathbf r-\mathbf r'|}$.

\emph{Proof.} Near a given real $\mathbf k$, a fixed contour in the complex energy plane encloses the occupied levels and no empty one. Then
\begin{equation}
P_{\mathbf k}=\frac1{2\pi i}\oint(z-H_{\mathbf k})^{-1}dz .
\end{equation}
The gap keeps the levels off the contour for all nearby $\mathbf k$, including complex ones, so $P_{\mathbf k}$ is analytic there. Finitely many such neighbourhoods cover the Brillouin zone, which gives a common strip $|{\rm Im}\,\mathbf k|\le\kappa$ with $\kappa>0$.

For real $\mathbf k$, $F(\mathbf k)=\sum_v\psi_{v\mathbf k}(\mathbf r)\psi^*_{v\mathbf k}(\mathbf r')$. The occupied states at $\mathbf k$ and at $\mathbf k$ plus a reciprocal lattice vector span the same space, so $F$ is periodic, and its analytic continuation is periodic too. For real $\mathbf q$ inside the strip,
\begin{equation}
\frac{\partial}{\partial q_j}\int_{\rm BZ}F(\mathbf k+i\mathbf q)\,d\mathbf k
=i\int_{\rm BZ}\frac{\partial F(\mathbf k+i\mathbf q)}{\partial k_j}\,d\mathbf k=0,
\end{equation}
because the integral of a derivative of a periodic function over a full period vanishes. Hence $\mathbf k$ may be replaced by $\mathbf k+i\mathbf q$ in (\ref{kernel}). Choosing $\mathbf q$ of length $\kappa$ along $\mathbf r-\mathbf r'$ produces the factor $e^{-\kappa|\mathbf r-\mathbf r'|}$ times a bounded integral. $\square$

\emph{Where this fails.} In a one-dimensional metal, a partly filled band is integrated from $-k_F$ to $k_F$. With $s=x-x'$ and $f(k)=u_k(x)u_k^*(x')$, integration by parts gives
\begin{equation}
\int_{-k_F}^{k_F}e^{iks}f(k)\,dk=\left[\frac{e^{iks}f(k)}{is}\right]_{-k_F}^{k_F}-\frac1{is}\int_{-k_F}^{k_F}e^{iks}f'(k)\,dk .
\end{equation}
The end-point term falls only as $1/|s|$. After multiplication by $x'$ the integrand of (\ref{def}) does not decay, and absolute convergence is lost.

\section{Lemma 2: action on Bloch functions}

\emph{Claim.} For a bounded periodic function $w$,
\begin{equation}
P\,e^{i\mathbf k\cdot\mathbf r}w=e^{i\mathbf k\cdot\mathbf r}P_{\mathbf k}w .
\label{blochaction}
\end{equation}

\emph{Proof.} By Lemma 1 the integral over all space converges, and it may be split into cells:
\begin{equation}
\int_{\rm cell}d\mathbf r'\sum_{\mathbf R}P(\mathbf r,\mathbf r'+\mathbf R)\,e^{i\mathbf k\cdot\mathbf R}\,e^{i\mathbf k\cdot\mathbf r'}w(\mathbf r').
\end{equation}
Since $P_{\mathbf q}$ is periodic in $\mathbf r'$, equation (\ref{kernel}) gives
\begin{equation}
P(\mathbf r,\mathbf r'+\mathbf R)=\frac{\Omega}{(2\pi)^d}\int_{\rm BZ}e^{-i\mathbf q\cdot\mathbf R}F(\mathbf q)\,d\mathbf q .
\end{equation}
These are the Fourier coefficients of the smooth periodic function $F$, so the sum over $\mathbf R$ with weights $e^{i\mathbf k\cdot\mathbf R}$ returns $F(\mathbf k)$. The factor $e^{-i\mathbf k\cdot\mathbf r'}$ in $F(\mathbf k)$ cancels $e^{i\mathbf k\cdot\mathbf r'}$, and (\ref{blochaction}) remains. $\square$

In particular $P\psi=\psi$, because $P_{\mathbf k}u=u$.

\section{Lemma 3: commutators with position}

\emph{Claim.} Let $A$ be $P$ or $H$, and write $\partial_j=\partial/\partial k_j$. For periodic $w$ (smooth enough for $H$ to act on it when $A=H$),
\begin{equation}
[A,r_j]\,e^{i\mathbf k\cdot\mathbf r}w=-i\,e^{i\mathbf k\cdot\mathbf r}(\partial_jA_{\mathbf k})w .
\label{comm}
\end{equation}

\emph{Proof.} Differentiate $A\,e^{i\mathbf k\cdot\mathbf r}w=e^{i\mathbf k\cdot\mathbf r}A_{\mathbf k}w$ with respect to $k_j$ at fixed $w$:
\begin{equation}
A\left(ir_je^{i\mathbf k\cdot\mathbf r}w\right)=ir_je^{i\mathbf k\cdot\mathbf r}A_{\mathbf k}w+e^{i\mathbf k\cdot\mathbf r}(\partial_jA_{\mathbf k})w .
\end{equation}
The derivative may be taken under the integrals in $P$ and $V_{\rm nl}$, because their exponential decay outweighs the factor $r'_j$. The first term on the right is $ir_jA\,e^{i\mathbf k\cdot\mathbf r}w$. Moving it to the left and dividing by $i$ gives (\ref{comm}). $\square$

So the commutator of $r_j$ with a periodic, short-ranged operator is itself periodic, although $r_j$ is not. For the Hamiltonian, $-\frac12\nabla^2(r_j\psi)=-\frac12r_j\nabla^2\psi-\partial\psi/\partial r_j$, and the local potential commutes with $r_j$. Therefore
\begin{equation}
[H,r_j]\psi(\mathbf r)=-\frac{\partial\psi}{\partial r_j}+\int V_{\rm nl}(\mathbf r,\mathbf r')(r'_j-r_j)\psi(\mathbf r')\,d\mathbf r' .
\label{velocity}
\end{equation}
Only the coordinate difference enters.

\section{Proof of the theorem}

\emph{Part (a).} The integrand in (\ref{def}) is bounded by a constant times $|r'_j|e^{-\kappa|\mathbf r-\mathbf r'|}$, so the integral converges absolutely. Replacing the first $\psi$ in (\ref{def}) by $P\psi$ and using (\ref{comm}) with $A=P$,
\begin{align}
\chi&=r_jP\psi-Pr_j\psi=[r_j,P]\psi\nonumber\\
&=\int(r_j-r'_j)P(\mathbf r,\mathbf r')\psi(\mathbf r')\,d\mathbf r'
=e^{i\mathbf k\cdot\mathbf r}X,\qquad X=i(\partial_jP_{\mathbf k})u .
\label{X}
\end{align}
Since $X$ is periodic, $\chi$ is a Bloch function at $\mathbf k$. A shift of origin leaves $r_j-r'_j$ unchanged. $\square$

Equation (\ref{X}) differentiates the projector, not an individual $u_{v\mathbf k}$. It therefore needs no smooth choice, along $\mathbf k$, of the phases of the states or of the basis within a degenerate occupied level; $X$ is linear in the chosen $u$ and carries its phase.

\emph{Part (b).} Because $H_{\mathbf k}$ and $P_{\mathbf k}$ commute at every $\mathbf k$,
\begin{equation}
[\partial_jH_{\mathbf k},P_{\mathbf k}]+[H_{\mathbf k},\partial_jP_{\mathbf k}]=0 .
\end{equation}
Apply this to $u$, with $P_{\mathbf k}u=u$ and $H_{\mathbf k}u=eu$:
\begin{equation}
(1-P_{\mathbf k})(\partial_jH_{\mathbf k})u+(H_{\mathbf k}-e)(\partial_jP_{\mathbf k})u=0 .
\end{equation}
Multiply by $i$ and write $Q_{\mathbf k}=1-P_{\mathbf k}$:
\begin{equation}
(H_{\mathbf k}-e)X=Q_{\mathbf k}\left[-i(\partial_jH_{\mathbf k})u\right].
\label{periodiceq}
\end{equation}
Multiplication by $e^{i\mathbf k\cdot\mathbf r}$, with (\ref{comm}) for $A=H$ and (\ref{blochaction}), gives (\ref{main}). $\square$

The short argument $(H-e)P_cr_j\psi=P_c(H-e)r_j\psi=P_c[H,r_j]\psi$ leads to the same equation, but it assumes that $H$ and $P_c$ commute on a growing function. The proof above uses this commutation only for $H_{\mathbf k}$ and $P_{\mathbf k}$ acting on periodic functions; the growing factor $r_j$ enters only through Lemma 3.

\emph{Part (c).} First, $P_c\chi=\chi$ does hold. From $P_{\mathbf k}^2=P_{\mathbf k}$ follows $\partial_jP_{\mathbf k}=(\partial_jP_{\mathbf k})P_{\mathbf k}+P_{\mathbf k}(\partial_jP_{\mathbf k})$. Multiplying by $P_{\mathbf k}$ on both sides gives $P_{\mathbf k}(\partial_jP_{\mathbf k})P_{\mathbf k}=2P_{\mathbf k}(\partial_jP_{\mathbf k})P_{\mathbf k}$, which must vanish. Acting on $u$, this says $P_{\mathbf k}X=0$.

Now let $D$ be the periodic part of the difference of two solutions, both in the empty space. Then $(H_{\mathbf k}-e)D=0$. Projection on an empty state $u_c$ of energy $e_c$ gives $(e_c-e)\langle u_c|D\rangle=0$. Since $e_c\ne e$, every component vanishes and $D=0$. $\square$

Without the condition $P_c\chi=\chi$, any occupied state at $\mathbf k$ with energy $e$ can be added to the solution.

\section{Remarks}

\emph{Solving the equation.} The matrix $H_{\mathbf k}-e$ is singular, since it annihilates $u$. But $P_{\mathbf k}X=0$, so adding $\lambda P_{\mathbf k}$ does not change the solution:
\begin{equation}
(H_{\mathbf k}+\lambda P_{\mathbf k}-e)X=Q_{\mathbf k}\left[-i(\partial_jH_{\mathbf k})u\right].
\end{equation}
This matrix is invertible if $e_{v'}+\lambda\ne e$ for every occupied level $e_{v'}$ at $\mathbf k$. No empty state has to be computed. If the empty states are known, projecting (\ref{periodiceq}) on $u_c$ gives
\begin{equation}
\langle u_c|X\rangle=\frac{\langle u_c|-i(\partial_jH_{\mathbf k})u\rangle}{e_c-e}.
\label{element}
\end{equation}

\emph{Use in field response.} An electron of charge $-1$ in a uniform field $\mathcal E$ along $j$ has the extra energy $W=\mathcal Er_j$. Formally, the first-order equation is $(H-e)\psi^{(1)}=-(W-e^{(1)})\psi$. Applying $P_c$ removes $e^{(1)}\psi$ and leaves the source $-\mathcal E\chi$, which is periodic up to the Bloch phase. In a self-consistent calculation the induced potential adds its own term to $W$.

\emph{Limit of separated atoms.} Let each cell hold one occupied orbital $\phi_{\mathbf R}(\mathbf r)=\phi(\mathbf r-\mathbf R)$ without overlap between cells. Then $\psi=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}\phi_{\mathbf R}$ and $P=\sum_{\mathbf R}|\phi_{\mathbf R}\rangle\langle\phi_{\mathbf R}|$. Since $\langle\phi_{\mathbf R'}|r_j|\phi_{\mathbf R}\rangle$ vanishes for $\mathbf R'\ne\mathbf R$ and equals $R_j+\langle\phi|r_j|\phi\rangle$ for $\mathbf R'=\mathbf R$,
\begin{equation}
\chi=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}\left(r_j-R_j-\langle\phi|r_j|\phi\rangle\right)\phi_{\mathbf R}.
\end{equation}
Each atom measures position from its own centre of charge.

\emph{The integral over one cell.} In one dimension, with lattice constant $a$, consider
\begin{equation}
I(x_0)=\int_{x_0}^{x_0+a}\psi_c^*\,x\,\psi\,dx
\end{equation}
for an empty state $\psi_c$ at the same $k$. The product $\psi_c^*\psi$ is periodic. Moving the cell by $s$ adds the interval $[x_0+a,x_0+a+s]$ and removes $[x_0,x_0+s]$, so
\begin{equation}
I(x_0+s)-I(x_0)=\int_{x_0}^{x_0+s}\left[(x+a)-x\right]\psi_c^*\psi\,dx=a\int_{x_0}^{x_0+s}\psi_c^*\psi\,dx .
\end{equation}
This is not zero in general, whereas (\ref{element}) does not depend on the choice of cell. Writing $x\psi=\chi+Px\psi$ shows the cause: $Px\psi$ is not a Bloch function, and its overlap with $\psi_c$ over a single cell need not vanish.

\section{Worked example}

Take a one-dimensional model with $a=6$ bohr, $g=2\pi/a$ and
\begin{align}
V_{\rm loc}(x)&=2V_1\cos gx+2V_2\cos(2gx+0.6),\\
V_{\rm nl}&=D\sum_m|\beta_m\rangle\langle\beta_m| ,
\end{align}
where $V_1=-0.10$, $V_2=0.15$ and $D=-0.30$ hartree. Each $\beta_m$ is a normalized Gaussian proportional to $\exp[-(x-1-6m)^2/(2\cdot0.5^2)]$, with lengths in bohr. The potential is fixed, not self-consistent. Two bands are occupied, and the smallest direct gap on the $k$ mesh is $0.397$ hartree ($10.8$ eV).

\emph{Convergence in real space.} The largest $|P(x,x')|$ between two cells, taken over a grid of spacing $0.1$ bohr, falls from $9.03\times10^{-6}$ to $6.66\times10^{-8}$ bohr$^{-1}$ when their separation grows from 8 to 12 cells, or by 24 bohr. The decay is not a pure exponential at these distances (the rate between 4 and 8 cells is $0.212$ bohr$^{-1}$, and it decreases slowly with distance). The effective rate between 8 and 12 cells is
\begin{equation}
\kappa_{\rm eff}=\frac{\ln(9.03\times10^{-6}/6.66\times10^{-8})}{24}=0.205\ {\rm bohr}^{-1}.
\end{equation}
If the first band is kept full and only the states of the second band with $|k|<g/4$ are kept, half the band with sharp end points in $k$ as in the integral from $-k_F$ to $k_F$ above (here they are the higher-energy half of the band), the corresponding values on a mesh of 100 $k$ points are $8.53\times10^{-3}$ and $5.53\times10^{-3}$ bohr$^{-1}$. With sharp end points the mesh sum converges slowly: the converged $k$ integral gives $8.46\times10^{-3}$ and $5.42\times10^{-3}$ bohr$^{-1}$, lower by about $1\%$ and $2\%$. Their ratio, $1.56$, is close to the $12/8=1.5$ of a $1/|s|$ law. The end-point term also carries the factors $e^{\pm igs/4}$, which advance by a quarter period per cell. The two separations differ by four cells and so have the same phase; at odd separations the prefactor of $1/|s|$ is different, about twice as large in this model.

For the upper occupied band at $k=0.13\,g$, the integral in (\ref{def}) was cut off at $|x'|=L$. The largest error of $\chi$ in the central cell is $1.73\times10^{-4}$ bohr$^{1/2}$ for 17 cells ($L=51$ bohr) and $1.84\times10^{-6}$ bohr$^{1/2}$ for 25 cells ($L=75$ bohr), a ratio of 94. The omitted tail can be estimated by
\begin{equation}
\int_L^\infty x'e^{-\kappa_{\rm eff}x'}dx'=e^{-\kappa_{\rm eff}L}\left(\frac{L}{\kappa_{\rm eff}}+\frac1{\kappa_{\rm eff}^2}\right),
\end{equation}
which gives a ratio of about 95 for these two cut-offs. The estimate is rough: it uses the rate fitted over this same range, and it overestimates the ratio at larger $L$, where the effective rate is smaller.

\emph{Bloch character.} The norm of $x\psi$ over one cell is $1.72$ bohr in the central cell and $29.08$ bohr five cells away. This is the growth in (\ref{translation}), where the added term has norm $5a=30$ bohr. The norm of $\chi$ is $1.6842$ bohr ($0.8913$ \AA) in both cells, and the linear system at the single wave vector $k$ gives the same value.

\emph{Matrix element.} The lowest empty level lies $0.76070-0.27803=0.48267$ hartree above the chosen state, and $|\langle u_c|X\rangle|=1.6833$ bohr. By (\ref{element}) the commutator element has modulus $0.48267\times1.6833=0.8125$ hartree\,bohr. This one empty state carries $(1.6833/1.6842)^2\approx99.9\%$ of the squared norm of $\chi$. The one-cell integral instead has modulus $0.560$, $0.912$, $0.317$ or $0.292$ bohr for cells starting at $-3$, $-1.5$, $0$ or $1.5$ bohr.

\emph{Nonlocal term.} Dropping $[V_{\rm nl},x]$ from the source changes $\chi$ by $2.7\%$ of its norm in this model, although $V_{\rm nl}$ is kept in $H$.

The numerical check also applies $H$ to the real-space $\chi$ by finite differences and explicit projector integrals. Equation (\ref{main}) then holds with a largest residual of $1.6\times10^{-8}$ hartree\,bohr$^{1/2}$ (equal to bohr$^{-3/2}$ with $\hbar=m=1$) in the central cell.

\section*{Computed values}
\begin{verbatim}
lattice constant a = 6.0 bohr
local amplitudes V1, V2 = -0.10, 0.15 hartree; phase = 0.6 rad
nonlocal strength D = -0.30 hartree
projector width, centre = 0.5, 1.0 bohr
occupied bands = 2; plane waves = 25; k mesh = 100
grid spacing = 0.10 bohr; full window = 81 cells
smallest direct gap on mesh = 0.3973 hartree = 10.810 eV
chosen k = 0.13 x 2pi/a = 0.13614 1/bohr
lowest four energies at k (hartree): -0.20592 0.27803 0.76070 1.90640
e_c - e_v at k, upper occupied band = 0.48267 hartree
shift alpha = 2.0 hartree
max |P| at  4 cells: filled 1.48e-03, half-filled 1.82e-02 1/bohr
max |P| at  8 cells: filled 9.03e-06, half-filled 8.53e-03 1/bohr
max |P| at 12 cells: filled 6.66e-08, half-filled 5.53e-03 1/bohr
decay rates, filled: 0.2124, 0.2045 1/bohr
The following lines are for the upper occupied band:
window of  3 cells: max error of P_c x psi = 3.49e-01 bohr^(1/2)
window of  7 cells: max error of P_c x psi = 5.13e-02 bohr^(1/2)
window of 11 cells: max error of P_c x psi = 4.68e-03 bohr^(1/2)
window of 17 cells: max error of P_c x psi = 1.73e-04 bohr^(1/2)
window of 25 cells: max error of P_c x psi = 1.84e-06 bohr^(1/2)
full window: max error of P_c x psi = 9.2e-13 bohr^(1/2)
norm of x psi in cells 0 and 5 = 1.7224, 29.0785 bohr
norm of P_c x psi in cells 0 and 5 = 1.684242, 1.684242 bohr
norm from linear system = 1.684242 bohr = 0.891262 angstrom
Bloch-condition error over 5 cells = 5.2e-13 bohr^(1/2)
real-space commutator error = 3.5e-08 bohr^(-3/2)
real-space equation residual = 1.6e-08 bohr^(-3/2)
linear system minus sum over empty states = 1.1e-14 bohr
linear system minus i (dP/dk) u = 1.4e-07 bohr
relative error if [V_nl, x] is omitted = 2.67 percent
|<c|x|v>|, lowest empty band = 1.68329 bohr
one-cell integral, cell starts at -3.00 bohr: modulus 0.56008 bohr
one-cell integral, cell starts at -1.50 bohr: modulus 0.91234 bohr
one-cell integral, cell starts at  0.00 bohr: modulus 0.31693 bohr
one-cell integral, cell starts at  1.50 bohr: modulus 0.29215 bohr
\end{verbatim}
